# Bounded coverage and time-step error in alternating pore-diffusion calculations

## The decision: how large a time step

A precursor pulse must last long enough to coat the bottom of a narrow hole. A calculation of the pulse length needs a time step, and the two obvious choices are poor. Explicit diffusion on 50 nm cells in the example below requires steps under $9.1\times10^{-11}$ s, about $10^9$ steps for a 100 ms pulse. With an explicit coverage update, steps of several milliseconds can fill more sites than exist. Alternating an implicit gas step with an exponential coverage update permits millisecond steps and keeps the coverage between zero and one. The remaining question is how far such a bounded answer may be from the right one.

## Model

A closed cylindrical pore has diameter $d$ and depth $L$, with $z$ measured from the mouth. The gas density is $n(z,t)$, the mean thermal speed $v$, and $\theta(z,t)$ the fraction of wall sites occupied. Molecules collide with the pore wall far more often than with each other. Half of them move towards a given wall element, with mean normal speed $v/2$, so the collision flux is $(n/2)(v/2)=nv/4$. A collision with an empty site leads to irreversible adsorption with probability $\beta$. With $\Gamma$ sites per wall area and one molecule per site,

$$\theta_t=k\,n(1-\theta),\qquad k=\frac{v\beta}{4\Gamma}.$$

The wall area per gas volume is $a=\pi dL/(\pi d^2L/4)=4/d$. The gas balance is therefore

$$n_t=Dn_{zz}-a\Gamma k(1-\theta)n,\qquad n(0,t)=n_0,\quad n_z(L,t)=0 .$$

The last condition neglects reaction on the pore floor.

The diffusivity follows from a random walk between diffuse wall reflections. In equilibrium, molecules in flight equal the emission rate times the mean flight time, $nV=(nv/4)S\bar t$. Since $S/V=4/d$, $\bar t=d/v$. Let a flight have axial direction cosine $w$ and inward normal cosine $c=\sqrt{1-w^2}\cos\psi$. Its chord length is $dc/(1-w^2)$, so its axial displacement is $dcw/(1-w^2)$. Diffuse emission has weight $c\,dw\,d\psi/\pi$, hence

$$\langle\Delta z^2\rangle=\frac{d^2}{\pi}\int_{-1}^{1}\frac{w^2dw}{\sqrt{1-w^2}}\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi
=\frac{d^2}{\pi}\,\frac{\pi}{2}\,\frac43=\frac{2d^2}{3}.$$

Successive displacements are independent with zero mean, so $D=\langle\Delta z^2\rangle/(2\bar t)=dv/3$.

Define $u=n/n_0$, the mouth adsorption rate $\kappa=kn_0$, and the ratio of wall sites to mouth gas density $C=a\Gamma/n_0$. Then

$$u_t=Du_{zz}-C\kappa(1-\theta)u,\qquad \theta_t=\kappa u(1-\theta).$$

## The alternating step

Divide the pore into $N$ cells of width $h$. The mouth lies half a cell from the first centre. The negative second difference $K$ and mouth source $b$ are

$$(Ku)_1=\frac{3u_1-u_2}{h^2},\quad
(Ku)_i=\frac{2u_i-u_{i-1}-u_{i+1}}{h^2},\quad
(Ku)_N=\frac{u_N-u_{N-1}}{h^2},$$

with $b_1=2/h^2$ and all other $b_i=0$. Write $q=1-\theta$ for the vacancy; a prime on $u$, $q$ or $\theta$ marks the new time level. One step of length $\Delta t$ is:

1. Solve the tridiagonal system
$$u'+\Delta t\,D\,Ku'+\Delta t\,C\kappa q\,u'=u+\Delta t\,D\,b. \tag{1}$$
2. In each cell set $x=\kappa u'\Delta t$ and
$$q'=q\,e^{-x},\qquad \theta'=1-q'. \tag{2}$$

For fixed $u'$ the coverage equation is $q_t=-\kappa u'q$, whose exact solution over $\Delta t$ is (2). If $u'\ge0$, then $0<e^{-x}\le1$ and $0\le q'\le q\le1$. Thus $0\le\theta\le\theta'\le1$ for every $\Delta t>0$. In exact arithmetic an incompletely filled cell stays incompletely filled; in floating point the coverage may round to one, which respects the bound.

An explicit Euler update instead gives $q'=(1-x)q$, negative when $x>1$ and $q>0$. In the first 4 ms step of the example it gives a largest coverage of 1.65. The exponential update with the same gas gives $1-e^{-1.6535}=0.809$.

### Why the gas stays nonnegative

Bound (2) relies on $u'\ge0$, and step (1) supplies it. Let $0\le u\le1$ and $0\le q\le1$. Suppose the smallest new value $u'_j$ were negative. Every difference between $u'_j$ and a neighbour is nonpositive. In the first cell, $(Ku')_1=2u'_1/h^2+(u'_1-u'_2)/h^2$, and the extra term is negative too. The left side of (1) would be negative while the right side is nonnegative, a contradiction.

Suppose instead that the largest value $u'_j$ exceeded 1. Move $\Delta t\,D\,b$ to the left. The neighbour differences are now nonnegative, the mouth contributes $2(u'_1-1)/h^2>0$ if $j=1$, and the sink is nonnegative. The left side would exceed 1, but the right side is $u_j\le1$. Therefore

$$0\le u'\le1 .$$

The solution exists and is unique: with zero right side, the first argument applied to $u'$ and to $-u'$ forces $u'=0$.

Being implicit does not suffice. Crank–Nicolson multiplies a mode of decay rate $\mu$ by $(1-\mu\Delta t/2)/(1+\mu\Delta t/2)$, which approaches $-1$ for $\mu\Delta t\gg2$. Take a pore filled with gas at $u=1$, with bare walls, and suddenly empty the mouth. Every mode decays at least at the rate $C\kappa\approx4.1\times10^7$ s$^{-1}$, so a 1 ms step turns the gas density into almost exactly its negative. The exponential update then gives a smallest coverage of $-0.54$. Backward Euler leaves it positive.

## Molecules lost by the splitting

Per wall site, the gas step removes $xq$ molecules because it freezes the vacancy. The coverage step deposits $q-q'=q(1-e^{-x})$. The difference is

$$m=q\,(x-1+e^{-x})\ge0, \tag{3}$$

since $e^{-x}\ge1-x$. The scheme bounds the coverage but does not conserve molecules. Relative to the amount deposited, the loss is

$$g(x)=\frac{x-1+e^{-x}}{1-e^{-x}}=\frac{x}{1-e^{-x}}-1 .$$

For small $x$, $1-e^{-x}=x-x^2/2+\dots$, so $g(x)\simeq x/2$. The derivative of $g$ has numerator $1-e^{-x}-xe^{-x}=e^{-x}(e^x-1-x)\ge0$, so $g$ increases. Because $u'\le1$, every local $x$ is at most

$$X=\kappa\Delta t .$$

Summed over a run from bare walls, the loss in a cell satisfies

$$0\le m_{\rm tot}=\sum g(x)\,(\theta'-\theta)\le g(X)\,\theta_{\rm final}. \tag{4}$$

The loss can be audited from the mouth. In units of $n_0$ times one cell volume, each step admits $2\Delta t\,D(1-u'_1)/h^2$. Subtracting stored gas and deposited molecules from total inflow must reproduce $C$ times the sum of (3) over cells and steps. For all five runs below, the two agreed to within one part in $10^7$.

## An equation for the final profile

Let $y=\kappa\int_0^t u\,dt'$ be the dimensionless exposure. For initially bare walls, integration of the coverage equation gives $\theta=1-e^{-y}$. In the gas equation the sink equals $C\theta_t$. Integrating from an empty pore gives

$$u=\frac{D}{\kappa}y_{zz}-C\theta .$$

Division by $C$ yields $\lambda^2y_{zz}=\theta+u/C$, where

$$\lambda^2=\frac{D}{\kappa C}=\frac{dv/3}{(4/d)(v\beta/4)}=\frac{d^2}{3\beta},\qquad \lambda=\frac{d}{\sqrt{3\beta}} .$$

This is the decay length of gas over a bare wall. The stored-gas term is at most $1/C\approx10^{-5}$ in the example. Dropping it leaves the quasi-steady exposure equation

$$\lambda^2y_{zz}=1-e^{-y},\qquad y(0)=\tau=\kappa t,\quad y_z(L)=0. \tag{5}$$

An unsplit stiff integration of the original gas and coverage equations differed from the grid solution of (5) by at most $5.2\times10^{-6}$ in coverage at the end of the pulse.

**Small dose.** For $\tau\ll1$, $1-e^{-y}\simeq y$. The solution satisfying both boundary conditions is

$$\theta\simeq y=\tau\,\frac{\cosh[(L-z)/\lambda]}{\cosh(L/\lambda)} .$$

In a pore much deeper than $\lambda$, this diffusion model makes coverage decay over $\lambda$, and the sticking probability controls the profile. The exponential fails far down the pore, where long flights take over. In the example below, molecules flying straight from the mouth already give the floor a fraction $d^2/(4L^2)\approx4\times10^{-5}$ of the mouth flux, whereas the formula gives $1/\cosh(L/\lambda)\approx2\times10^{-6}$.

**Large dose.** Multiply (5) by $y_z$ and integrate from $z$ to $L$, with $y_L=y(L)$:

$$\tfrac12\lambda^2y_z^2=y+e^{-y}-y_L-e^{-y_L}.$$

Exposure falls with depth, so the negative root applies. In a pore much deeper than the front, $y_L\to0$ and

$$\lambda y_z=-f(y),\qquad f(y)=\sqrt{2(y-1+e^{-y})},\qquad
z_{1/2}=\lambda\int_{\ln2}^{\tau}\frac{dy}{f(y)} , \tag{6}$$

where $z_{1/2}$ is the depth at which $\theta=1/2$. At large $y$, $1/f$ differs from $1/\sqrt{2y}$ by a term of order $y^{-3/2}$, whose integral converges. Hence $z_{1/2}=\lambda\sqrt{2\tau}+O(\lambda)$. To leading order,

$$z_{1/2}\simeq\sqrt{\frac{2Dn_0t}{a\Gamma}}=d\sqrt{\frac{vn_0t}{6\Gamma}} . \tag{7}$$

The sticking probability has cancelled: supply through the already coated section limits the advance. It still sets the front width and the correction of order $\lambda$.

## A two-sided error bound

Sum (1) over $M$ steps, starting with an empty, bare pore. The computed exposure is $y=\sum x$, and multiplying the factors in (2) gives $\theta=1-e^{-y}$. Since $\Delta t\sum u'=y/\kappa$ and $\sum xq=\theta+m_{\rm tot}$, division by $C$ gives

$$\lambda^2Ky+1-e^{-y}+m_{\rm tot}+\frac{u^M}{C}=\lambda^2\tau b,\qquad \tau=M\kappa\Delta t. \tag{8}$$

Let $Y$ solve the grid form of (5), and let $Y^-$ solve the same equation with a stronger sink:

$$\lambda^2KY+1-e^{-Y}=\lambda^2\tau b,$$
$$\lambda^2KY^-+[1+g(X)](1-e^{-Y^-})+\frac1C=\lambda^2\tau b .$$

Both solutions exist and are unique. Each equation is the stationarity condition of a strictly convex function that grows at least quadratically at large argument, because
$$y\cdot Ky=2y_1^2/h^2+\sum_i(y_{i+1}-y_i)^2/h^2>0\quad(y\ne0).$$

Subtract the equation for $Y$ from (8), with $w=y-Y$:

$$\lambda^2Kw+e^{-Y}-e^{-y}=-m_{\rm tot}-u^M/C\le0 .$$

If the largest $w$ were positive, then in that cell $Kw\ge0$ and $e^{-Y}-e^{-y}>0$, a contradiction. So $y\le Y$. For the other side, (4) and $u^M\le1$ turn (8) into

$$\lambda^2Ky+[1+g(X)](1-e^{-y})+1/C\ge\lambda^2\tau b .$$

Subtract this from the equation for $Y^-$. The same argument at the largest value of $Y^--y$ gives

$$Y^-\le y\le Y. \tag{9}$$

Thus any step size underestimates, or at best equals, the quasi-steady exposure on the same grid. When $1/C$ is negligible, the lower solution has $\lambda$ replaced by $\lambda/\sqrt{1+g(X)}$ and the same $\tau$. Since $z_{1/2}\simeq\lambda\sqrt{2\tau}$ at large dose, its depth is multiplied by about $1/\sqrt{1+g(X)}$, which is $1-X/4$ to first order in $X$. The bracket therefore closes linearly with the time step, apart from the stored-gas term.

The actual error can be much smaller, because most sites fill where the gas is depleted. Differentiate $z/\lambda=\int_y^\tau d\eta/f(\eta)$ with respect to $\tau$ at fixed $z$:

$$0=\frac1{f(\tau)}-\frac{1}{f(y)}\frac{\partial y}{\partial\tau},\qquad u=\frac{\partial y}{\partial\tau}=\frac{f(y)}{f(\tau)} .$$

For $\tau=43.2$, the half-covered point has $u=0.62/9.19=0.07$. Its local $x$ is only 7 % of the $X$ used in the bound.

## A trimethylaluminium pulse

Take a hole with $d=100$ nm and $L=8\ \mu$m at 573 K, fed with 0.1 Torr of precursor for 100 ms. The molar mass is 72.1 g/mol. Rough typical values are $\beta=0.01$ and $\Gamma=4$ nm$^{-2}$. Then

$$v=\sqrt{\frac{8k_BT}{\pi m_{\rm mol}}}=410\ {\rm m/s},\qquad n_0=\frac{p}{k_BT}=1.69\times10^{21}\ {\rm m^{-3}},$$

where $m_{\rm mol}$ is the mass of one molecule, and

$$\kappa=\frac{410.2\times0.01\times1.685\times10^{21}}{4\times4\times10^{18}}\approx432\ {\rm s^{-1}} .$$

The dose is $\tau=432\times0.100=43.2$, and $\lambda=100/\sqrt{0.03}=577$ nm. Equation (7) gives 5.37 µm. Quadrature of the first integral for the finite pore gives 5.21 µm, and the 160-cell solution agrees within 1 nm. In a semi-infinite pore, raising $\beta$ tenfold at fixed pressure and pulse changes the half depth from 5.21 to 5.33 µm, a rise of 2 %. The insensitivity holds only at large $\tau$. Lowering $\beta$ tenfold, to $10^{-3}$, cuts $\tau$ to 4.3. The half depth in the 8 µm pore then falls to 4.49 µm, or by 14 %, and the pulse for 95 % bottom coverage found below rises from 227 to 286 ms.

The alternating runs give:

| $\Delta t$ (ms) | $X$ | $z_{1/2}$ (µm) | lower bound (µm) | lost/deposited |
|---:|---:|---:|---:|---:|
| 4 | 1.73 | 4.95 | 3.60 | 20 % |
| 2 | 0.86 | 5.08 | 4.26 | 9.9 % |
| 1 | 0.43 | 5.14 | 4.70 | 4.8 % |
| 0.5 | 0.22 | 5.18 | 4.94 | 2.4 % |
| 0.25 | 0.11 | 5.19 | 5.07 | 1.2 % |

Relative to the grid solution of (5), the depth errors are 262, 135, 68, 35 and 17 nm. The last halving reduces the error by a factor 2.02, as first-order convergence requires. Extrapolating the last two depths, taken to four decimals, gives $2(5.1948)-5.1774=5.2122$ µm, within 1 nm of that solution.

The 4 ms run has perfectly admissible coverages and a depth error of 5 %. A 1 ms step has a depth error of 1.3 %, enough for a first estimate of the half depth here. The bottom is more sensitive: with the same step the bottom coverage at 100 ms is 11 % low, and 95 % bottom coverage is reached at 232 ms instead of 227 ms. For other conditions, choose a trial $\Delta t=X/\kappa$ with $X$ below about one half, inspect the lost fraction, and halve the step until the required depth or bottom coverage stops changing at the desired accuracy. The lost fraction is a total over the pore and does not bound the relative error in bottom coverage, so the halving test must be made on the quantity that is needed.

For 95 % bottom coverage, the finite-pore quadrature requires $\tau=98.2$, hence $t=98.2/432=0.227$ s. The 100 ms pulse is less than half of what this model requires.

## Real holes and limits of the model

The geometry and pressure are in the range relevant to deep memory holes, although pressure at the feature varies between reactors. The largest of the effects sized here is narrowing. With rough growth of 0.1 nm per cycle, 100 cycles reduce the diameter to 80 nm. At the same pressure, sticking and pulse, the half depth falls to 4.17 µm, or by 20 %. Equation (7) then calls for a pulse longer by a factor of about $(100/80)^2=1.56$ to reach the same depth.

The mouth also resists entry. As a rough estimate, equating the orifice flux $(v/4)\Delta n$ to $D\Delta n/\ell$ gives an added length $\ell=4D/v=4d/3=133$ nm, which lowers the half depth by 2.5 %. The orifice balance is only a heuristic. A model that follows individual flights between wall elements lowers the half depth by about 3 %, which corresponds to an added length near $1.6d$. Either value exceeds the 1 ms splitting error in depth. Nearly all the molecules that fill the pore must cross this added length, which costs an extra dose of about $\ell L/\lambda^2=3.2$. The pulse for 95 % bottom coverage therefore grows by about 3 % on this estimate, and by 3 to 4 % when individual flights are followed; without that addition the bottom coverage falls clearly short of 95 %. At 1 Torr total pressure, with a rough collision diameter of 0.5 nm, the mean free path is 53 µm, 534 pore diameters. The floor area is 0.3 % of the side-wall area. Rough dissociation data put the dimer-to-monomer pressure ratio near $3\times10^{-6}$.

Local diffusion needs a front wider than the pore. Here $\lambda/d=5.8$; at $\beta=1/3$ the ratio is one, and a description of individual flights is needed. Blocking by reaction products and precursor depletion in the reactor are also outside the model, and their effects have not been sized.

Desorption at rate $k_d$ changes the coverage equation to $\theta_t=\kappa u(1-\theta)-k_d\theta$. For fixed $u\ge0$ and $r=\kappa u+k_d>0$, its exact update is

$$\theta'=e^{-r\Delta t}\theta+(1-e^{-r\Delta t})\frac{\kappa u}{r},$$

a weighted mean of two numbers between zero and one. Coverage remains bounded, but it need not increase. The wall now returns gas, so the upper gas bound and the bracket (9) no longer follow from the proofs above. The numerical output below gives the remaining digits.

## Numbers as computed

```
Pore diameter 100 nm, depth 8.0 um
Temperature 573 K, precursor 0.10 Torr
Molar mass 72.1 g/mol, sticking 0.01
Site density 4.0 nm^-2, pulse 100 ms
Grid: 160 cells of 50 nm
Mean thermal speed: 410.2 m/s
Mouth gas density: 1.6853e+21 m^-3
Knudsen diffusivity: 1.3673e-05 m^2/s
Adsorption rate at mouth: 432.06 s^-1
Bare-wall decay length: 577.4 nm
Wall capacity / mouth gas density: 9.494e+04
Diffusion time depth^2/D: 4.68 us
Explicit diffusion step limit: 9.14e-11 s
Dimensionless mouth dose: 43.206
First step 4 ms, explicit max coverage: 1.6535
Same step, exponential max coverage: 0.8086
Emptied-mouth test step: 1 ms
Crank-Nicolson min coverage: -0.5404
Backward Euler min coverage: 4.56e-07
Full vs exposure equation, max coverage gap: 5.2e-06
Half-coverage depth, quadrature: 5.2117 um
Half-coverage depth, exposure grid: 5.2119 um
Large-dose depth law: 5.3669 um
Semi-infinite half depth, sticking 0.01: 5.2116 um
Semi-infinite half depth, sticking 0.10: 5.3313 um
Runs: dt ms | X | half depth um | lower bound um | missing % | bound %
4.00 | 1.7282 | 4.9497 | 3.5956 | 20.418 | 110.144
2.00 | 0.8641 | 5.0773 | 4.2647 | 9.860 | 49.352
1.00 | 0.4321 | 5.1440 | 4.6965 | 4.840 | 23.154
0.50 | 0.2160 | 5.1774 | 4.9427 | 2.397 | 11.190
0.25 | 0.1080 | 5.1948 | 5.0739 | 1.193 | 5.498
Depth errors in same order (nm): 262.2, 134.7, 68.0, 34.5, 17.1
Error ratio on last halving of dt: 2.017
Dose for 95 % bottom coverage: 98.16
Pulse for 95 % bottom coverage: 227.2 ms
Total pressure 1.0 Torr, collision diameter 0.5 nm
Mean free path: 53.4 um, Knudsen number 534
Decay length / diameter: 5.77
Mouth resistance as added length: 133.3 nm
Half depth with mouth resistance: 5.0800 um (-2.53 %)
Film growth: 0.1 nm/cycle, 100 cycles
Half depth at diameter 80 nm: 4.1694 um (-20.0 %)
Floor area / side-wall area: 0.31 %
Dimer dissociation inputs: 85 kJ/mol, 180 J/(mol K)
Dimer / monomer pressure ratio: 3.0e-06
```
